# Why linear inequalities do not guarantee elastic stability of orthorhombic crystals

A structure optimization has ended: the forces on the atoms and the stress on the cell vanish, and the cell is orthorhombic. Zero stress makes the energy stationary with respect to strain, but a saddle point is stationary too. To find out whether the crystal would hold its shape, one computes its nine elastic constants and asks whether every small homogeneous strain costs energy.

With Cartesian axes along the crystal axes, let $e_1,e_2,e_3$ be the normal strains and $\gamma_{23},\gamma_{13},\gamma_{12}$ the engineering shear strains, which are twice the tensor components. To second order, the energy per volume $U$ relative to the unstrained crystal obeys

$$
\begin{aligned}
2U={}&C_{11}e_1^2+C_{22}e_2^2+C_{33}e_3^2\\
&+2C_{12}e_1e_2+2C_{13}e_1e_3+2C_{23}e_2e_3\\
&+C_{44}\gamma_{23}^2+C_{55}\gamma_{13}^2+C_{66}\gamma_{12}^2 .
\end{aligned}
$$

Orthorhombic symmetry forbids any other term. The constants are those of the crystal with its atoms relaxed at each strain. Stability here means $U>0$ for every nonzero strain, with the surfaces free to move. Under an external load, the work of the load also enters at second order, and the conditions below cannot be applied to the unmodified $C_{ij}$.

## The belief and its appeal

The belief is that the crystal is stable if all six diagonal constants are positive and

$$
C_{ii}+C_{jj}-2C_{ij}>0\quad\text{for } ij=12,13,23,
$$

$$
C_{11}+C_{22}+C_{33}+2(C_{12}+C_{13}+C_{23})>0 .
$$

Each inequality is a true statement about a stable crystal. Setting one strain component to 1 and the rest to zero gives $2U=C_{ii}$. The strain $e_1=1$, $e_2=-1$ gives $2U=C_{11}+C_{22}-2C_{12}$, and the other pairs follow in the same way. The strain $e_1=e_2=e_3=1$ gives the last expression. The list is therefore necessary.

It is also sufficient in a cubic crystal. There the three normal stiffnesses equal $C_{11}$ and the three couplings equal $C_{12}$. The normal part of the energy has the eigenvector $(1,1,1)$ with eigenvalue $C_{11}+2C_{12}$, and every vector perpendicular to it has eigenvalue $C_{11}-C_{12}$. The list reduces to $3(C_{11}+2C_{12})>0$ and $2(C_{11}-C_{12})>0$, plus the diagonal conditions, so it tests every eigenvalue. Symmetry has placed the strains of the pair and sum tests along eigenvectors.

Orthorhombic symmetry does not fix the eigenvectors in the space of normal strains. The list then samples seven directions in that space, and the energy may be negative between them.

## The exact conditions

The shear terms are separate squares, so they require $C_{44},C_{55},C_{66}>0$. For the normal strains, define

$$
D_1=C_{11},\qquad D_2=C_{11}C_{22}-C_{12}^2,
$$

$$
D_3=C_{11}C_{22}C_{33}+2C_{12}C_{13}C_{23}-C_{11}C_{23}^2-C_{22}C_{13}^2-C_{33}C_{12}^2 .
$$

$D_3$ is the determinant of the $3\times3$ normal block, called $A$ below. Assume first that $D_1$ and $D_2$ are nonzero. Collecting the terms that contain $e_1$ into a square gives

$$
\begin{aligned}
2U_{\rm n}={}&D_1\left(e_1+\frac{C_{12}e_2+C_{13}e_3}{D_1}\right)^2+\frac{D_2}{D_1}e_2^2\\
&+\frac{2(C_{11}C_{23}-C_{12}C_{13})}{D_1}e_2e_3+\frac{C_{11}C_{33}-C_{13}^2}{D_1}e_3^2 ,
\end{aligned}
$$

where $U_{\rm n}$ is the normal part of $U$. The last three coefficients contain what was subtracted to complete the square, $(C_{12}e_2+C_{13}e_3)^2/D_1$.

Now complete the square in $e_2$, with $q=(C_{11}C_{23}-C_{12}C_{13})/D_2$. This uses up $(D_2/D_1)q^2e_3^2$, so the coefficient left on $e_3^2$ is

$$
\frac{(C_{11}C_{33}-C_{13}^2)D_2-(C_{11}C_{23}-C_{12}C_{13})^2}{D_1D_2}.
$$

In the numerator the two terms $\pm C_{12}^2C_{13}^2$ cancel. Every remaining term contains $C_{11}$, and taking it out leaves $C_{11}D_3$. Hence

$$
2U_{\rm n}=D_1\left(e_1+\frac{C_{12}e_2+C_{13}e_3}{D_1}\right)^2+\frac{D_2}{D_1}(e_2+qe_3)^2+\frac{D_3}{D_2}e_3^2 .
$$

If $D_1,D_2,D_3>0$, this is a sum of squares with positive coefficients. It vanishes only if $e_3=0$, then $e_2=0$, then $e_1=0$. The three conditions are sufficient.

They are also necessary. The strain $(1,0,0)$ requires $D_1>0$. The strain $(-C_{12}/C_{11},1,0)$ has $2U=D_2/D_1$, by the first completed square, and requires $D_2>0$. Finally, $e_3=1$, $e_2=-q$, with $e_1$ chosen to make the first square vanish, gives $2U=D_3/D_2$ and requires $D_3>0$.

The conditions are thus one linear, one quadratic and one cubic inequality for the normal block, and three linear ones for shear.

## Where a pair of axes escapes the linear test

For axes 1 and 2, the linear test says $C_{12}<(C_{11}+C_{22})/2$, an arithmetic mean. Stability demands $|C_{12}|<\sqrt{C_{11}C_{22}}$, a geometric mean. Since

$$
\frac{C_{11}+C_{22}}2-\sqrt{C_{11}C_{22}}=\frac{(\sqrt{C_{11}}-\sqrt{C_{22}})^2}{2}\ge0,
$$

a window opens for positive $C_{12}$ whenever the two stiffnesses differ. On the negative side the pair test sets no bound at all, even for equal stiffnesses. The linear test imposes equal and opposite strains, whereas the crystal can give the stiffer axis a smaller strain.

Take the model constants, called set P,

$$
(C_{11},C_{22},C_{33})=(400,100,300)\ \text{GPa},
$$

$$
(C_{12},C_{13},C_{23})=(220,50,50)\ \text{GPa},
$$

with $(C_{44},C_{55},C_{66})=(60,70,80)$ GPa, which are used for all sets below. The pair tests give $500-440=60$, $700-100=600$ and $400-100=300$ GPa. The sum test gives $800+640=1440$ GPa. Every linear test is passed.

Yet $D_2=400\times100-220^2=-8400\ \text{GPa}^2$. The relaxed strain has $e_1/e_2=-220/400=-0.55$, and

$$
\frac{2U}{e_2^2}=C_{22}-\frac{C_{12}^2}{C_{11}}=100-121=-21\ \text{GPa}.
$$

For $e_2=0.01$ this is $U=\tfrac12(-21)(10^{-4})$ GPa $=-1.05\ \text{MJ/m}^3$. Stretching the crystal by 1% along axis 2 while shortening it by 0.55% along axis 1 lowers its energy. Direct diagonalization of the normal block gives the eigenvalues $-17.7$, $282$ and $536$ GPa.

Coupling to the third axis can tighten the limit on $C_{12}$ further. Setting $D_3=0$ gives a quadratic equation for $C_{12}$, whose larger root is

$$
C_{12}^{\max}=\frac{C_{13}C_{23}+\sqrt{(C_{11}C_{33}-C_{13}^2)(C_{22}C_{33}-C_{23}^2)}}{C_{33}} .
$$

For the other constants of set P this is $(2500+\sqrt{117500\times27500})/300=197.8$ GPa. The geometric mean is 200 GPa, and the linear test would allow 250 GPa.

## Neither higher minor can be dropped

Adding the quadratic conditions for all three pairs does not repair the list. Set Q has

$$
(C_{11},C_{22},C_{33})=(200,220,240)\ \text{GPa},
$$

$$
(C_{12},C_{13},C_{23})=(160,170,20)\ \text{GPa}.
$$

The linear pair tests give 100, 100 and 420 GPa, and the sum test 1360 GPa. The pair minors $C_{ii}C_{jj}-C_{ij}^2$ are 18400, 19100 and 52400 $\text{GPa}^2$, all positive. But expansion of the determinant along its first row gives

$$
D_3=200(52400)-160(35000)+170(-34200)=-934000\ \text{GPa}^3 .
$$

The lowest eigenvalue is $-9.69$ GPa, with unit strain vector $(0.744,-0.477,-0.468)$. The crystal lowers its energy by stretching along axis 1 and contracting along both others. At a strain of norm 0.01, $U=\tfrac12(-9.69)(10^{-4})$ GPa $=-0.48\ \text{MJ/m}^3$. No strain confined to two of the normal components would reveal this.

Nor does a positive determinant suffice, because two negative eigenvalues have a positive product. Set R is built as $25\,\mathbf m\mathbf m^{T}-5\,\mathbf 1$ GPa with $\mathbf m=(1,2,4)$:

$$
A=\begin{pmatrix}20&50&100\\50&95&200\\100&200&395\end{pmatrix}\text{GPa}.
$$

Its eigenvalue along $\mathbf m$ is $25\times21-5=520$ GPa. The two perpendicular ones are $-5$ GPa, so $D_3=13000\ \text{GPa}^3>0$. The linear pair tests give 15, 215 and 90 GPa, and the sum test 1210 GPa, all positive. Only the quadratic condition detects the fault: $D_2=20\times95-50^2=-600\ \text{GPa}^2$.

## Why no finite linear list is sufficient

Suppose some finite list of linear inequalities holds for every stable orthorhombic crystal. Each member has the form

$$
\operatorname{tr}(MA)+m_4C_{44}+m_5C_{55}+m_6C_{66}+c>0,
$$

with $M$ a symmetric matrix. Multiplying all constants of a stable crystal by a positive number leaves it stable. A very small multiplier shows that $c\ge0$, and a very large one that the part linear in the constants is never negative for a stable crystal. Let $A$ approach $\mathbf v\mathbf v^T$ through positive definite matrices while the shear constants approach zero. Then $\mathbf v^TM\mathbf v\ge0$ for any $\mathbf v$. Letting instead $A$ and two shear constants approach zero shows that each $m_k\ge0$.

For a nonzero $M$ of this kind, $\mathbf n^TM\mathbf n=0$ requires $M\mathbf n=0$, which confines $\mathbf n$ to a plane, a line or the origin. Finitely many such sets do not fill space, so a unit vector $\mathbf n$ exists that avoids them all. Choose positive shear constants and, in arbitrary stiffness units,

$$
A=\mathbf n\mathbf n^T-b(\mathbf 1-\mathbf n\mathbf n^T),\qquad b>0 .
$$

Then

$$
\operatorname{tr}(MA)=\mathbf n^TM\mathbf n-b\,(\operatorname{tr}M-\mathbf n^TM\mathbf n),
$$

which is positive for every nonzero $M$ in the list if $b$ is small enough. Inequalities with $M=0$ do not involve $A$, and they hold because a stable crystal with the same shear constants exists. The whole list is passed, yet $A$ has two eigenvalues equal to $-b$. Added tests can reject more unstable crystals (a test along the strain $(-0.55,1,0)$ rejects set P), but no finite list rejects them all.

In the numerical check, a list of 507 linear tests on the normal block, the seven usual ones and 500 random ones, is passed by such a matrix with $b=6.4\times10^{-4}$.

## What sound waves reveal

A plane wave with polarization $\mathbf a$ and propagation direction $\mathbf b$ has a displacement gradient proportional to $a_ib_j$. Apart from a common factor, its strains are $e_i=a_ib_i$ and $\gamma_{ij}=a_ib_j+a_jb_i$. For unit vectors, $2U$ evaluated with these strains is the wave's stiffness. This section assumes a crystal that is not piezoelectric: in the orthorhombic classes 222 and mm2, the electric field of a long wave adds to its stiffness and can make a negative value positive. In a uniform, purely elastic medium, a negative value for some $\mathbf a$ means that the lowest of the three waves along $\mathbf b$ has a negative squared frequency and grows.

In set P, let $s=0.55$, $\mathbf a\propto(-\sqrt s,1,0)$ and $\mathbf b\propto(\sqrt s,1,0)$. Before normalization, the normal strains are $(-s,1,0)$ and the shear is $\gamma_{12}=-\sqrt s+\sqrt s=0$. This is the soft strain found above. Normalizing both vectors divides the energy by $(1+s)^2$, so the stiffness is $-21/1.55^2=-8.74$ GPa. As a purely elastic medium, set P is unstable against a sound wave as well.

Set Q behaves differently. For any wave,

$$
\gamma_{23}^2=(a_2b_3-a_3b_2)^2+4e_2e_3 .
$$

Inserted into $2U$, the last term adds $4C_{44}e_2e_3$, which amounts to replacing $C_{23}$ by $C_{23}+2C_{44}=20+120=140$ GPa. The other shear contributions are nonnegative squares. With this replacement $D_1$ and $D_2$ are unchanged and positive, and $D_3=1754000\ \text{GPa}^3>0$. The energy of a wave can therefore vanish only if all $e_i$ and all shears vanish, which is impossible: the squared norm of its strain tensor is $[1+(\mathbf a\cdot\mathbf b)^2]/2$ for unit vectors. All sound waves in set Q are stable. The lowest stiffness found on a grid of directions is 13.7 GPa.

The soft strain of Q has no shear, and $e_2$ and $e_3$ have the same sign. The identity shows that a wave with $\gamma_{23}=0$ must have $e_2e_3\le0$, so no single plane wave can carry this strain. A crystal with free surfaces can. Stable long acoustic waves therefore do not replace the test of the elastic matrix.

## The size of the gap in a sample

How often the linear list misleads depends on the constants supplied to it. For 100,000 random normal blocks, with diagonal constants uniform between 50 and 500 GPa and couplings uniform between 0 and 300 GPa, 61,254 passed the linear tests. Of these, 14,305, or 23%, had a negative eigenvalue. The fraction describes this distribution, not real materials. The three minors agreed with diagonalization throughout, apart from possible ties at rounding level, which the comparison leaves out.

For computed constants, the eigenvalues of the matrix are the more informative test, since the eigenvector of a negative one gives the strain along which to continue the optimization. Normal strains preserve orthorhombic symmetry, so an energy minimization that frees all three lattice lengths already descends along them and does not as a rule stop at a saddle of the normal block. The saddles it leaves behind are shears, for which the linear conditions are exact. A negative eigenvalue of the normal block points to a constrained cell, to a method that only seeks zero stress, or to inaccurate constants. If no eigenvalue is clearly negative but one is smaller in size than its numerical uncertainty, the question of stability remains open.

## Table of computed values

```
C44, C55, C66 (all sets): 60.0 70.0 80.0 GPa
P: C11, C22, C33 = 400.0 100.0 300.0 GPa
P: C12, C13, C23 = 220.0 50.0 50.0 GPa
P: pair tests 12, 13, 23 = 60.0 600.0 300.0 GPa
P: sum test = 1440.0 GPa
P: pair minors 12, 13, 23 = -8400.0 117500.0 27500.0 GPa^2
P: D3 = -2670000 GPa^3
P: eigenvalues = -17.676 281.971 535.705 GPa
P: soft unit strain = -0.4587 0.8861 -0.0673
P: U at soft strain of norm 0.01 = -0.8838 MJ/m^3
Q: C11, C22, C33 = 200.0 220.0 240.0 GPa
Q: C12, C13, C23 = 160.0 170.0 20.0 GPa
Q: pair tests 12, 13, 23 = 100.0 100.0 420.0 GPa
Q: sum test = 1360.0 GPa
Q: pair minors 12, 13, 23 = 18400.0 19100.0 52400.0 GPa^2
Q: D3 = -934000 GPa^3
Q: eigenvalues = -9.690 209.418 460.272 GPa
Q: soft unit strain = 0.7437 -0.4773 -0.4681
Q: U at soft strain of norm 0.01 = -0.4845 MJ/m^3
R: C11, C22, C33 = 20.0 95.0 395.0 GPa
R: C12, C13, C23 = 50.0 100.0 200.0 GPa
R: pair tests 12, 13, 23 = 15.0 215.0 90.0 GPa
R: sum test = 1210.0 GPa
R: pair minors 12, 13, 23 = -600.0 -2100.0 -2475.0 GPa^2
R: D3 = 13000 GPa^3
R: eigenvalues = -5.000 -5.000 520.000 GPa
P: relaxed strain ratio e1/e2 = -0.5500
P: relaxed pair stiffness 2U/e2^2 = -21.000 GPa
P: U at e2 = 0.01, e1 relaxed = -1.0500 MJ/m^3
P: arithmetic-mean limit on C12 = 250.00 GPa
P: geometric-mean limit on C12 = 200.00 GPa
P: full stability limit on C12 = 197.81 GPa
P: wave direction = 0.5957 0.8032 0.0000
P: wave polarization = -0.5957 0.8032 0.0000
P: stiffness of this wave = -8.741 GPa
P: lowest wave stiffness on grid = -8.930 GPa
Q: lowest wave stiffness on grid = 13.673 GPa
Q: C23 + 2 C44 = 140.0 GPa
Q: D3 with this replacement = 1754000 GPa^3
Q: lowest eigenvalue with it = 36.655 GPa
Linear tests in extended list = 507
Negative/positive eigenvalue size ratio = 6.434e-04
Sample: Cii uniform in 50-500, Cij in 0-300 GPa
Sample size = 100000
Pass linear tests = 61254
Truly stable = 46949
False passes = 14305
False share of passes = 23.4 %
```
